\section*{Choosing L in semilocal core potentials: d and f electrons on silicon}

\section{What goes wrong when $L$ is too small}

Replace the neon-like core of silicon by a potential that distinguishes s electrons from all others, so that d electrons receive the potential made for p electrons. A 3d electron outside the Si$^{4+}$ core then comes out too high by $0.089$ hartree, or $2.4$ eV, on a level of $-0.920$ hartree. Add a separate d potential and let f electrons borrow it. The 4f level is then wrong by $-1.9\times10^{-4}$ hartree, or $-5$ meV. The first borrowing imposes a repulsion that d electrons do not feel. The second leaves a difference that the f electron barely samples.

A core potential that depends on angular momentum is $V=\sum_{l}V_l(r)P_l$, where $P_l$ projects the electron's angular dependence about the nucleus onto angular momentum $l$. Set $V_l\approx V_L$ for all $l\ge L$. Since $\sum_{l\ge L}P_l=1-\sum_{l<L}P_l$,
\begin{equation}
V\approx\sum_{l<L}V_lP_l+V_L\Bigl(1-\sum_{l<L}P_l\Bigr)
=V_L(r)+\sum_{l<L}\,[V_l(r)-V_L(r)]\,P_l .
\end{equation}
This is the semilocal form. Its first term is a multiplication; each projector requires an integral over the electron's direction, so a small $L$ is economical. The approximation lies entirely in the channels $l>L$.

Let $l_{\rm core}$ be the highest angular momentum in the core. For silicon, with core $1s^22s^22p^6$, $l_{\rm core}=1$, and the choice $L=l_{\rm core}+1$ makes the d potential common.

\section{The reference problem}

The contributions are weighed in nonrelativistic Hartree--Fock theory with a frozen Si$^{4+}$ core and one added electron. Core polarization, core--valence correlation and spin--orbit coupling are omitted. Hartree atomic units are used, and $u(r)=rR(r)$ is the radial orbital. The added electron obeys
\begin{equation}
F_lu=\Bigl[-\tfrac12\tfrac{d^2}{dr^2}+\tfrac{l(l+1)}{2r^2}-\tfrac Zr+J(r)-K_l\Bigr]u=\varepsilon u ,
\qquad Z=14 .
\end{equation}
The direct potential $J$ comes from the spherical core density and is the same for every $l$. Exchange is not. For a core subshell $c$ with angular momentum $l_c$, the core electrons of the same spin as the added one give the exchange kernel
\begin{equation}
\sum_m\frac{\psi_{cm}(\mathbf r)\psi^*_{cm}(\mathbf r')}{|\mathbf r-\mathbf r'|}
=\frac{u_c(r)u_c(r')}{rr'}\,\frac{2l_c+1}{4\pi}\sum_k\frac{r_<^k}{r_>^{k+1}}P_{l_c}(\cos\gamma)P_k(\cos\gamma),
\end{equation}
where $P_k(\cos\gamma)$ is a Legendre polynomial, $\gamma$ is the angle between $\mathbf r$ and $\mathbf r'$, and the addition theorem has been used for the sum over $m$. Now insert
\begin{equation}
P_{l_c}P_k=\sum_l(2l+1)\begin{pmatrix}l&k&l_c\\0&0&0\end{pmatrix}^2P_l,
\qquad
P_l(\cos\gamma)=\frac{4\pi}{2l+1}\sum_mY_{lm}(\hat r)Y_{lm}^*(\hat r').
\end{equation}
The factors $4\pi$ and $2l+1$ cancel. Acting on $(u/r)Y_{lm}$, with volume element $r'^2dr'$, the kernel gives
\begin{equation}
(K_lu)(r)=\sum_{c,k}(2l_c+1)\begin{pmatrix}l&k&l_c\\0&0&0\end{pmatrix}^2
u_c(r)\int_0^\infty\frac{r_<^k}{r_>^{k+1}}u_c(r')u(r')\,dr' .
\end{equation}

\section{First contribution: orthogonality repulsion}

Suppose the core contains orbitals $u_c$ of the same $l$ as the valence orbital $u_v$. All are eigenfunctions of the same Hermitian $F_l$, so $u_v$ is orthogonal to each $u_c$. The 2p function has one sign, so 3p must change sign.

To remove this inner structure, add core functions: $\chi=u_v+\sum_ca_cu_c$, with $a_c=\langle u_c|\chi\rangle$. Then
\begin{align}
F_l\chi&=\varepsilon_vu_v+\sum_ca_c\varepsilon_cu_c\nonumber\\
&=\varepsilon_v\Bigl(\chi-\sum_ca_cu_c\Bigr)+\sum_ca_c\varepsilon_cu_c
=\varepsilon_v\chi-\sum_c(\varepsilon_v-\varepsilon_c)\,u_c\langle u_c|\chi\rangle .
\end{align}
Moving the last sum to the left,
\begin{equation}
\Bigl[F_l+\sum_{c:\,l_c=l}(\varepsilon_v-\varepsilon_c)|u_c\rangle\langle u_c|\Bigr]\chi=\varepsilon_v\chi .
\end{equation}
Core levels lie below valence levels, so the added term is positive: it is the Pauli repulsion of a smooth valence orbital. For 3p its strength is $-1.32-(-6.19)=4.87$ hartree.

The sum runs over core orbitals with $l_c=l$. For $l>l_{\rm core}$ it is empty, because the spherical harmonics already guarantee orthogonality. The computed orbitals agree: 3s has two nodes, 3p has one, and 3d and 4f, each the lowest state of its channel, have none.

What disappears is this orthogonality repulsion. Exchange, which also follows from antisymmetry, remains for every $l$.

The repulsion cannot be left out where it belongs. If p electrons are given the unsmoothed local d potential defined in the next section, without a projector, their lowest level falls to $-5.0$ hartree, far below 3p at $-1.32$: a core-like state has returned. The channels $l\le l_{\rm core}$ therefore need their own potentials.

\section{Second contribution: residual exchange}

For a nodeless orbital the exchange term can be written as multiplication by a function, which gives the equivalent local potential
\begin{equation}
V_l(r)=-\frac Zr+J(r)-\frac{(K_lu_l)(r)}{u_l(r)} .
\end{equation}
It reproduces the level and orbital from which it was made. Nuclear attraction and $J$ cancel between channels, leaving
\begin{equation}
V_d-V_f=\frac{K_fu_f}{u_f}-\frac{K_du_d}{u_d}.
\end{equation}
Before any smoothing, the residual difference is thus purely exchange. The angular factors are one source of the difference; the shapes of $u_d$ and $u_f$ are another. An s core orbital requires $k=l$ and carries the factor $1/(2l+1)$: $1/5$ for d and $1/7$ for f. For the 2p core the factors are $2/5$ ($k=1$) and $9/35$ ($k=3$) for d, and $9/35$ ($k=2$) and $4/21$ ($k=4$) for f. From d to f the factors fall and the multipoles rise.

The difference is not small inside the core. It is $-0.30$ hartree at $0.5$ bohr and $-0.07$ hartree at $1$ bohr, with the d potential the more attractive. Something else must suppress its effect.

\section{Third contribution: the centrifugal barrier}

Near the nucleus try $u=r^{l+1}(1+br)$. The terms of order $r^l$ in the radial equation are
\begin{equation}
-\tfrac12b(l+2)(l+1)+\tfrac12b\,l(l+1)-Z=-b(l+1)-Z=0,
\end{equation}
so $b=-Z/(l+1)$. The terms $Ju$, $\varepsilon u$ and $K_lu$ start at order $r^{l+1}$ and do not enter; for exchange this holds because $u_c(r)\,r^k\sim r^{l_c+1+k}$ with $k\ge l-l_c$. Hence $u^2$ starts as $r^{2l+2}$: $r^6$ for d and $r^8$ for f.

Farther out, compare the barrier $l(l+1)/2r^2$ with the equivalent potentials, in hartree:
\begin{center}
\begin{tabular}{lcc}
 & $r=0.5$ bohr & $r=1$ bohr\\
d: barrier $+V_d$ & $12.0-11.4=+0.6$ & $3.0-4.2=-1.2$\\
f: barrier $+V_f$ & $24.0-11.1=+12.9$ & $6.0-4.1=+1.9$
\end{tabular}
\end{center}
For d electrons the attraction nearly cancels the barrier at $0.5$ bohr and exceeds it at $1$ bohr. For f electrons the barrier wins at both radii. Accordingly, the probability of finding the electron within $1.5$ bohr is $15\%$ for 3d and $0.4\%$ for 4f. The d electron needs its own potential; the f electron can borrow one.

If the potential in a channel is changed by $\Delta V$, the level shifts to first order by
\begin{equation}
\delta\varepsilon=\int_0^\infty u^2(r)\,\Delta V(r)\,dr .
\end{equation}
The barrier acts through the weight $u^2$. To isolate it, one fixed difference $|V_d-V_f|$ (with $V_d$ smoothed inside $1.5$ bohr as described below) was averaged over hydrogenic $n=4$ orbitals of charge 4. These all have energy $-0.5$ hartree, and their equations differ in the barrier alone. The averages are $7.2\times10^{-2}$ for p, $8.2\times10^{-3}$ for d and $3.3\times10^{-4}$ hartree for f. For this difference the step from d to f gains a factor of 25. The factor depends on where the difference lies: it is 19 with smoothing inside $1.8$ bohr and 13 with the unsmoothed $V_d$.

\section{Fourth contribution: smoothing}

A practical potential is smoothed inside a matching radius $r_c$. There set $u=r^{l+1}e^{p(r)}$, with $p$ an even polynomial. Then $u'/u=(l+1)/r+p'$, and
\begin{align}
\frac{u''}{u}&=\Bigl(\frac{u'}{u}\Bigr)'+\Bigl(\frac{u'}{u}\Bigr)^2
=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)p'}{r}+p'^2\nonumber\\
&=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}{r}+p''+p'^2 .
\end{align}
Solving the local radial equation for the potential cancels the centrifugal term:
\begin{equation}
V_l=\varepsilon+\frac{u''}{2u}-\frac{l(l+1)}{2r^2}
=\varepsilon+\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}.
\end{equation}
The value and first three derivatives of $p$ are matched at $r_c$, outside the last node of the reference orbital. A further term $t(r^2-r_c^2)^4$ leaves these matches intact, and $t$ is fixed by conserving the probability inside $r_c$.

For $r_c=1.5$ bohr, smoothing raises $V_d$ at $0.5$ bohr from $-11.4$ to $-9.7$ hartree. This change is larger there than the exchange difference and opposite in sign. The smooth $V_p$ at the same point is $-3.6$ hartree, about 6 hartree above the smooth $V_d$. Its value depends on $r_c$ (it is $-1.7$ hartree for $r_c=1.8$ bohr), but over the core region as a whole it has to be less attractive than the unsmoothed $V_d$, because its lowest level must be 3p, with no 2p state beneath.

\section{The balance for silicon}

All errors below are relative to the frozen-core Hartree--Fock level and refer to one whole electron in the channel.

\begin{center}
\begin{tabular}{lcc}
Error in hartree & $r_c=1.5$ bohr & $r_c=1.8$ bohr\\
$L=1$: 3d with $V_p$ & $+0.0888$ & $+0.0885$\\
$L=2$: 4f with $V_d$ & $-1.9\times10^{-4}$ & $-1.4\times10^{-4}$\\
$L=2$: 5g with $V_d$ & $-5\times10^{-6}$ & $-2\times10^{-6}$\\
4d with its own $V_d$ & of order $-10^{-5}$ & $+1.0\times10^{-4}$
\end{tabular}
\end{center}

The d error for $L=1$ exceeds the f error for $L=2$ by a factor of several hundred at both radii; at the smaller one it is $0.0888/(1.93\times10^{-4})\approx460$. For $r_c=1.5$ bohr the first-order formula gives $-1.87\times10^{-4}$ hartree for 4f, close to the full $-1.93\times10^{-4}$.

The f error can be split. With the unsmoothed $V_d$ it is $-2.2\times10^{-4}$ hartree, which is the exchange part. Smoothing adds $+0.3\times10^{-4}$ or $+0.8\times10^{-4}$, depending on $r_c$. Exchange dominates the net error, although smoothing changes the potential more at $0.5$ bohr. The smoothing part is small partly through cancellation. The smooth and unsmoothed $V_d$ share the nodeless 3d level, so their difference must change sign inside $r_c$. To first order its positive and negative parts contribute $+1.4\times10^{-4}$ and $-1.1\times10^{-4}$ hartree for $r_c=1.5$ bohr, and $+3.6\times10^{-4}$ and $-2.7\times10^{-4}$ for $1.8$ bohr.

The f error is small in absolute terms, but not beside the shift that the core's structure gives the 4f level. A point charge $+4$ would give a 4f level of $-4^2/(2\cdot4^2)=-0.5$ hartree; the reference level is $-0.50025$. Within the frozen-core model, which leaves out core polarization, the combined effect of the core's finite size and of exchange with it is about $-2.5\times10^{-4}$ hartree, comparable with the error. The borrowed potential is acceptable because the f electron hardly probes the core, not because the two potentials agree inside it.

\section{When the barrier stops protecting}

The protection weakens when an orbital is pressed inwards. As a stress test, a harmonic potential $\tfrac12\omega^2r^2$ with $\omega=0.6$ atomic units was added. It reduces the mean radius of the lowest f orbital from $4.5$ to $2.2$ bohr. It does not model a particular bond.

The f error grows to $-0.0055$ hartree ($-0.15$ eV) for $r_c=1.5$ bohr and to $-0.0069$ hartree ($-0.19$ eV) for $1.8$ bohr. The d error for $L=1$ grows to $0.36$ hartree, or nearly 10 eV, so $L=2$ remains far better. The f error exceeds the error that $V_d$ makes for the lowest squeezed d state, $0.0008$ and $0.0033$ hartree for the two radii.

The choice $L=l_{\rm core}+1$ is therefore the smallest one that keeps orthogonality repulsion out of the common potential, and its accuracy depends on the f electrons staying outside the core. If a state holds substantial, compact f density on silicon and errors of this size matter, $L=3$ gives f its own potential at the cost of one more projector. The numerical check compares the radial levels and the d and f exchange integrals with an independent Gaussian-basis calculation.

\section*{Table of computed values}
\begin{verbatim}
Si4+ core energy: radial -285.1809, Gaussian -285.1801 hartree
3s: level -1.63967 (Gaussian -1.63961) hartree, nodes 2
3p: level -1.31978 (Gaussian -1.31974) hartree, nodes 1
3d: level -0.91961 (Gaussian -0.91953) hartree, nodes 0
4f: level -0.50025 (Gaussian -0.50022) hartree, nodes 0
2p core level: -6.1929 hartree
exchange integral, compact l=2 Gaussian: radial 0.845253, Gaussian code 0.845251 hartree
exchange integral, compact l=3 Gaussian: radial 0.028968, Gaussian code 0.028974 hartree
r=0.5 bohr: V_d -11.376, V_f -11.075, V_d-V_f -0.3014 hartree
  barrier at r=0.5 bohr: d 12.0, f 24.0 hartree
r=1.0 bohr: V_d -4.217, V_f -4.148, V_d-V_f -0.0687 hartree
  barrier at r=1.0 bohr: d 3.0, f 6.0 hartree
4f error with unsmoothed V_d: -2.219e-04 hartree
lowest p level in unsmoothed V_d: -5.0038 hartree
trap frequency: 0.6 atomic units
mean radius 3d: free 2.468, trapped 1.632 bohr
mean radius 4f: free 4.495, trapped 2.216 bohr
--- matching radius 1.5 bohr ---
smooth potentials at 0.5 bohr: V_p -3.593, V_d -9.679 hartree
probability inside: 3d 0.15426, 4f 0.003974
L=1, 3d error: 0.08875 hartree = 2.4149 eV
L=2, 4f error: -1.935e-04 hartree = -5.265e-03 eV
  first-order 4f error: -1.867e-04 hartree
L=2, 5g error: -4.92e-06 hartree
V_d in its own channel, 4d error: -1.795e-05 hartree
mean |V_d-V_f|, hydrogenic n=4: p 7.202e-02, d 8.172e-03, f 3.294e-04 hartree
trapped: L=1 d error 0.36311 hartree = 9.8807 eV
trapped: L=2 f error -5.484e-03 hartree = -0.1492 eV
trapped: V_d in its own channel, d error 7.895e-04 hartree
--- matching radius 1.8 bohr ---
smooth potentials at 0.5 bohr: V_p -1.685, V_d -8.286 hartree
probability inside: 3d 0.26601, 4f 0.011992
L=1, 3d error: 0.08848 hartree = 2.4077 eV
L=2, 4f error: -1.424e-04 hartree = -3.875e-03 eV
  first-order 4f error: -1.278e-04 hartree
L=2, 5g error: -1.88e-06 hartree
V_d in its own channel, 4d error: 1.002e-04 hartree
mean |V_d-V_f|, hydrogenic n=4: p 9.050e-02, d 1.275e-02, f 6.604e-04 hartree
trapped: L=1 d error 0.35837 hartree = 9.7516 eV
trapped: L=2 f error -6.913e-03 hartree = -0.1881 eV
trapped: V_d in its own channel, d error 3.315e-03 hartree
\end{verbatim}
